\section*{The Marcus Barrier from Two Crossing Parabolas of Equal Curvature}

\section{What the reaction energy alone gets wrong}

A trap in the gate insulator of a transistor captures a hole from the silicon. Suppose the final state, with the atoms relaxed, lies 0.10 eV above the initial one. If this energy difference were taken as the activation energy, the barrier would be 0.10 eV. In the model below it is 0.557 eV. At 400 K, where $k_BT=0.0345$ eV, the error in the Boltzmann factor is $\exp(0.457/0.0345)\approx6\times10^5$.

The response to a field would be wrong too. Suppose that the final state lay 0.60 eV above the initial one without a field, and that the field has brought it down to 0.10 eV. With the reaction energy as the barrier, the field would seem to speed up the capture by $\exp(0.50/0.0345)\approx2\times10^6$. The model gives a factor of $5\times10^3$. For strongly exothermic capture even the direction can be wrong, because releasing more energy can then raise the barrier.

What is missing is the energy needed to distort the atoms until the two electronic states have equal energy. It follows from the reaction energy and one further quantity, the relaxation energy.

\section{The model and its signs}

Atomic units are used in the algebra, so $\hbar=1$. Let $Q$ be a mass-weighted coordinate that carries the atoms from the initial to the final equilibrium geometry. The two electronic states have the energies
\begin{align}
E_1(Q)&=\tfrac12\omega^2Q^2, \label{e1}\\
E_2(Q)&=\tfrac12\omega^2(Q-D)^2-\varepsilon .\label{e2}
\end{align}
The frequency $\omega$ is the same in both, which is the assumption of equal curvature. The minima are $D$ apart. The energy $\varepsilon$ is \emph{released} between them and is positive for an exothermic process. The usual reaction energy is $\Delta E=-\varepsilon$.

If the electronic state changes while the atoms stay at $Q=0$, the system arrives on the second curve away from its minimum. The energy it then gives up by relaxing is
\begin{equation}
\lambda=E_2(0)-E_2(D)=\tfrac12\omega^2D^2 .\label{lambda}
\end{equation}
The reverse vertical change gives $E_1(D)-E_1(0)=\tfrac12\omega^2D^2$, the same value, because the curvatures are equal. Measured in vibrational quanta, the relaxation energy is the Huang--Rhys factor $S=\lambda/\omega$.

The result to be derived is
\begin{equation}
B=\frac{(\varepsilon-\lambda)^2}{4\lambda}=\frac{(\Delta E+\lambda)^2}{4\lambda},\label{marcus}
\end{equation}
where $B$ is measured from the initial minimum. The numerator contains a difference when energy released is counted as positive, and a sum when the ordinary reaction energy is used.

\section{First derivation: the crossing point}

Expand the square in \eqref{e2} and subtract \eqref{e1}:
\begin{align}
E_2-E_1&=\tfrac12\omega^2(Q^2-2QD+D^2)-\varepsilon-\tfrac12\omega^2Q^2\nonumber\\
&=\tfrac12\omega^2D^2-\varepsilon-\omega^2DQ\nonumber\\
&=\lambda-\varepsilon-2\lambda\frac{Q}{D}.\label{gap}
\end{align}
The last line uses $\omega^2D=2\lambda/D$ from \eqref{lambda}. The quadratic terms have cancelled, so the gap is linear in $Q$ and vanishes at one point,
\begin{equation}
\frac{Q^*}{D}=\frac{\lambda-\varepsilon}{2\lambda}.\label{qstar}
\end{equation}
Since $\tfrac12\omega^2=\lambda/D^2$, the first curve is $E_1=\lambda(Q/D)^2$. Its height at the crossing is
\begin{equation}
B=\lambda\left(\frac{\lambda-\varepsilon}{2\lambda}\right)^2
=\frac{(\varepsilon-\lambda)^2}{4\lambda},
\end{equation}
which is \eqref{marcus}. The final minimum lies at $-\varepsilon$, so the barrier for the reverse process is
\begin{equation}
B+\varepsilon=\frac{\varepsilon^2-2\varepsilon\lambda+\lambda^2+4\varepsilon\lambda}{4\lambda}
=\frac{(\varepsilon+\lambda)^2}{4\lambda}.\label{reverse}
\end{equation}
This is the forward formula with $\varepsilon$ replaced by $-\varepsilon$, as it must be when the two states exchange roles.

\subsection{How the barrier follows the released energy}

Differentiating \eqref{marcus} at fixed $\lambda$ gives
\begin{equation}
\frac{dB}{d\varepsilon}=\frac{\varepsilon-\lambda}{2\lambda}=-\frac{Q^*}{D}.\label{slope}
\end{equation}
The fraction of the path covered at the crossing is therefore also the fraction of a small energy gain that is taken off the barrier. For $\varepsilon\le-\lambda$ the crossing lies at or beyond the final minimum, which is the case $\varepsilon\ge\lambda$ of the reverse process. For larger $\varepsilon$ there are three regimes.

For $|\varepsilon|<\lambda$ the crossing lies between the minima, and a larger release lowers the barrier. Expanding the square,
\begin{equation}
B=\frac{\lambda}{4}-\frac{\varepsilon}{2}+\frac{\varepsilon^2}{4\lambda},\label{expand}
\end{equation}
shows that near $\varepsilon=0$ the barrier is a quarter of the relaxation energy, less half of the released energy.

At $\varepsilon=\lambda$ the second curve passes through the minimum of the first, and $B=0$.

For $\varepsilon>\lambda$, the inverted region, $Q^*$ is negative. The atoms must move away from the final geometry to reach the crossing, and a larger release raises $B$.

\subsection{When the crossing is a maximum}

A coupling $V>0$ between the two electronic states, taken here as much smaller than $\lambda$, turns the crossing into two separate curves. The lower one is
\begin{equation}
E_-=\frac{E_1+E_2}{2}-\sqrt{\left(\frac{E_1-E_2}{2}\right)^2+V^2}.
\end{equation}
Put $y=(Q-Q^*)/D$. From \eqref{gap}, $(E_1-E_2)/2=\lambda y$. At the crossing the slopes with respect to $y$ are $2\lambda Q^*/D=\lambda-\varepsilon$ for $E_1$ and $2\lambda(Q^*/D-1)=-(\lambda+\varepsilon)$ for $E_2$, with mean $-\varepsilon$. Neglecting the common term $\lambda y^2$,
\begin{equation}
E_-\simeq B-\varepsilon y-R,\qquad R=\sqrt{\lambda^2y^2+V^2}.
\end{equation}
Setting the derivative to zero gives $-\varepsilon-\lambda^2y/R=0$, or $\lambda y=-(\varepsilon/\lambda)R$. Inserting this in the definition of $R$ yields $R^2(1-\varepsilon^2/\lambda^2)=V^2$, which has a solution if $|\varepsilon|<\lambda$. Then $-\varepsilon y=(\varepsilon^2/\lambda^2)R$, and the height is
\begin{equation}
E_-^{\max}\simeq B-R\left(1-\frac{\varepsilon^2}{\lambda^2}\right)
=B-V\sqrt{1-\frac{\varepsilon^2}{\lambda^2}} .\label{adiabatic}
\end{equation}
The neglected term is of order $V^2/\lambda$ unless $|\varepsilon|$ is close to $\lambda$. There it removes the maximum early: for small $V$ none is left once $1-|\varepsilon|/\lambda$ falls below about $3(V^2/2\lambda^2)^{1/3}$, which is 0.18 for $V=0.02\lambda$. Strong coupling can remove the maximum altogether: at $\varepsilon=0$ none is left once $V\ge\lambda/2$.

A search of the full lower curve on a grid, with $\lambda=2$ eV and $V=0.005$ eV, found one maximum for $\varepsilon/\lambda=0.4$ and for $-0.5$, within $2\times10^{-5}$ eV of \eqref{adiabatic}. It found none for $\varepsilon/\lambda=1.5$. In the inverted region $B$ is thus the energy that classical atoms need to reach the crossing, and not the top of a pass on the lower curve.

\section{Second derivation: thermal statistics of the gap}

The first derivation gives a height on a drawing with one coordinate. It does not show that this height controls a rate, or that other vibrations leave it unchanged. The second starts from the thermal motion of all modes and does not look for a crossing point.

Let the column vector $q$ hold all mass-weighted coordinates, let $d$ be the displacement between the minima, and let both states have the same positive definite force-constant matrix $K$:
\begin{equation}
E_1=\tfrac12q^TKq,\qquad E_2=\tfrac12(q-d)^TK(q-d)-\varepsilon .
\end{equation}
Define $z=K^{1/2}q$ and $b=K^{1/2}d$. Then $E_1=\tfrac12|z|^2$, the relaxation energy is $\lambda=\tfrac12|b|^2$, and the gap is
\begin{equation}
X=E_2-E_1=\tfrac12|z-b|^2-\varepsilon-\tfrac12|z|^2=\lambda-\varepsilon-b\cdot z .\label{gapmany}
\end{equation}
For classical atoms in equilibrium in the initial state, the probability of $z$ is proportional to $\exp(-|z|^2/2k_BT)$. Its components are independent Gaussian variables with mean zero and variance $k_BT$. A linear combination of such variables is again Gaussian, so $X$ is Gaussian with
\begin{equation}
\langle X\rangle=\lambda-\varepsilon,\qquad
\sigma^2=k_BT\,|b|^2=2\lambda k_BT .\label{moments}
\end{equation}
The probability density at $X=0$ is therefore
\begin{equation}
\rho(0)=\frac{1}{\sqrt{2\pi\sigma^2}}\,e^{-\langle X\rangle^2/2\sigma^2}
=\frac{1}{\sqrt{4\pi\lambda k_BT}}\exp\left[-\frac{(\varepsilon-\lambda)^2}{4\lambda k_BT}\right].\label{density}
\end{equation}

For weak coupling, Fermi's golden rule with atoms frozen at $z$ gives the transition rate $2\pi V^2\delta(X)$. If $V$ does not depend on geometry, the thermal average is $2\pi V^2\rho(0)$. Apart from the prefactor $T^{-1/2}$, this is an Arrhenius law whose activation energy is the $B$ of \eqref{marcus}. The quadratic form now has a statistical origin: $B$ is the squared mean gap divided by twice the variance per unit of $k_BT$.

The geometric picture can be recovered. The states are degenerate on the plane $b\cdot z=\lambda-\varepsilon$. By the Cauchy--Schwarz inequality $(b\cdot z)^2\le|b|^2|z|^2$, every point of this plane satisfies
\begin{equation}
E_1=\tfrac12|z|^2\ge\frac{(\lambda-\varepsilon)^2}{2|b|^2}=\frac{(\lambda-\varepsilon)^2}{4\lambda}.
\end{equation}
Equality requires $z$ parallel to $b$, hence $q=d(\lambda-\varepsilon)/2\lambda$. The lowest crossing lies on the straight line through the two minima, so a single coordinate gives the same classical barrier as the full set of modes.

\section{What each derivation assumes}

Both derivations use harmonic energies and equal force constants. The first needs no temperature, no equilibrium and no classical motion. It yields an energy and says nothing about how often that energy is reached. The second adds classical atoms, thermal equilibrium in the initial state, and a weak, constant coupling. In return it yields a rate law and covers any number of modes.

The second also survives a weaker premise. Drop the parabolas, and suppose merely that $X$ is Gaussian in the initial state, with mean $m$ and variance $\sigma^2$. The ratio of the classical partition functions is
\begin{equation}
\frac{Z_2}{Z_1}=\left\langle e^{-X/k_BT}\right\rangle_1
=\exp\left[-\frac{m}{k_BT}+\frac{\sigma^2}{2(k_BT)^2}\right].
\end{equation}
This ratio equals $e^{\varepsilon_F/k_BT}$, where $\varepsilon_F$ is the released \emph{free} energy. With the definition $\lambda=\sigma^2/2k_BT$, it follows that $m=\lambda-\varepsilon_F$, and the density at $X=0$ again has the form \eqref{density}. In this wider setting $\lambda$ and $\varepsilon_F$ may vary with temperature, so $B$ need not equal the slope of an Arrhenius plot. In the harmonic model with a common $K$ the vibrational partition functions are equal, and $\varepsilon_F=\varepsilon$.

Unequal curvature breaks both derivations, since the gap is then no longer linear in $Q$. The first still shows how far $B$ moves. If the change alters $E_2$ at the old crossing by a small $\delta E$, this acts there like a change $-\delta E$ in $\varepsilon$, and \eqref{slope} gives
\begin{equation}
\delta B\simeq\frac{Q^*}{D}\,\delta E .\label{perturb}
\end{equation}

\section{Hole capture in a gate oxide}

Consider a neutral trap 1.0 nm inside silicon dioxide, next to a p-channel transistor at 400 K. In the initial state a hole is in the silicon; in the final state it sits on the trap. The parameters are rough typical values and do not describe one identified defect: a vibrational quantum of 0.050 eV, a displacement $D=2.6$ amu$^{1/2}$ \AA, and $\varepsilon=-0.60$ eV without field. Equation \eqref{lambda} gives $S=40.43$ and
\begin{equation}
\lambda=40.43\times0.050\ \text{eV}=2.02\ \text{eV}.
\end{equation}

Hole capture means that an electron leaves the trap and fills the hole in the silicon valence band. A negative gate raises the electron energy at the trap relative to that band, so more energy is released. For an oxide field of 5.0 MV/cm, which is 0.50 V/nm, the gain over 1.0 nm is 0.50 eV, and $\varepsilon$ rises to $-0.10$ eV. At fixed $\lambda$, and for a hole at the valence-band edge at the interface, the barriers are
\begin{align}
B_{\text{no field}}&=\frac{(-0.60-2.0215)^2}{4\times2.0215}=0.850\ \text{eV},\\
B_{\text{field}}&=\frac{(-0.10-2.0215)^2}{4\times2.0215}=0.557\ \text{eV}.
\end{align}
The second value is 0.0205 hartree. By \eqref{reverse}, the reverse barrier in the field is $0.557-0.100=0.457$ eV.

The field lowers the barrier by 0.293 eV, not by 0.50 eV. According to \eqref{expand}, half of the field energy contributes 0.250 eV, and the quadratic term contributes $(0.60^2-0.10^2)/(4\times2.0215)=0.043$ eV. The classical speed-up per hole is $\exp(0.2933/0.03447)\approx5.0\times10^3$. The capture rate of the trap also scales with the hole density at the interface, which itself grows with the field and is not counted here. With the field on, the crossing lies at $Q^*/D=0.525$, so a small further gain in $\varepsilon$ would lower the barrier by about half its amount.

\subsection{Quantum motion of the atoms}

The quantum of 0.050 eV exceeds $k_BT$, so classical atoms are a doubtful premise here. For quantum atoms, energy conservation between level $n$ of the initial oscillator and level $m$ of the final one reads $(n+\tfrac12)\omega=(m+\tfrac12)\omega-\varepsilon$, or $m=n+p$ with $p=\varepsilon/\omega$. In the field $p=-2$. The density $\rho(0)$ is replaced by
\begin{equation}
\rho_{\text{qu}}=\frac1\omega\sum_{n}P_n\left|\langle\chi^{(2)}_{n+p}|\chi^{(1)}_n\rangle\right|^2,\qquad
P_n=(1-e^{-\omega/k_BT})\,e^{-n\omega/k_BT},
\end{equation}
where $\chi^{(1)}$ and $\chi^{(2)}$ are the vibrational states of the two wells, and terms with $n+p<0$ are absent. The factor $1/\omega$ spreads the discrete lines over their spacing. The sum includes initial levels below the crossing, from which classical atoms could not react.

With the field on, $\rho_{\text{qu}}/\rho(0)$ is 1.9 at 400 K and 4.3 at 300 K. The effective activation energy, after removal of the classical $T^{-1/2}$, is 0.49 eV at 400 K and 0.45 eV at 300 K, against the classical 0.56 eV. A measured Arrhenius slope inserted directly into \eqref{marcus} would thus understate the crossing height. The speed-up by the field changes little: $5.6\times10^3$ at 400 K. These numbers hold for a single vibrational frequency. Modes of different frequencies that share the same $\lambda$ leave the classical barrier unchanged but can give quite different quantum corrections.

\subsection{The model beside a real oxide}

The example lies in the regime of bias-temperature stress, where holes trapped in the oxide shift the threshold voltage. Its field is half of a rough breakdown field of 10 MV/cm. Real oxides are amorphous, and traps differ in their surroundings. A spread of $\pm0.30$ eV in $\lambda$, assumed for illustration at fixed $\varepsilon$, moves the barrier between 0.48 and 0.63 eV. Across that range the Boltzmann factor changes by $\exp(0.150/0.0345)\approx80$. Such a spread would give a wide distribution of capture times instead of a single one.

Equal curvature is the next weak point. Keep $D$, $\varepsilon$ and the initial quantum fixed, and lower the final quantum by 10\%. The final curvature then falls by 19\%, and at the old crossing
\begin{equation}
\delta E=-0.19\times2.02\times(1-0.525)^2\ \text{eV}=-0.087\ \text{eV}.
\end{equation}
Equation \eqref{perturb} predicts a change of $-0.046$ eV. Solving for the lower of the two crossings that now exist gives $B=0.508$ eV, a change of $-0.049$ eV. Raising the final quantum by 10\% gives 0.603 eV.

Other corrections shift the barrier or act mainly on the prefactor. The largest shift of the barrier in this list comes from the confinement of the holes:
\begin{itemize}
\item The charged trap polarises the nearby silicon. With static relative permittivities of 11.7 and 3.9, the image energy adds 0.046 eV to $\varepsilon$ and lowers the barrier by 0.024 eV. Screening by mobile holes in the silicon could at most double this energy. The estimate assumes a thick oxide: a metal gate 2 nm from the silicon would by itself raise the image energy to about 0.11 eV.
\item An electronic coupling of 0.010 eV, a generous guess at this depth, lowers the maximum of the lower adiabatic curve by 0.010 eV. At this coupling the Landau--Zener probability per passage at thermal velocity is only about 0.03, so the golden rule applies and the coupling acts on the prefactor, not on the activation energy.
\item Holes deeper in the valence band release more energy. If confinement is ignored, averaging \eqref{density} over a degenerate hole layer, with a constant density of states for mass $0.5\,m_e$ and a Fermi energy 0.043 eV inside the band, raises the rate by a factor of 2.7. This layer is assumed to hold $1.1\times10^{13}$ cm$^{-2}$, an upper bound that assigns the whole oxide field to mobile holes.
\item The field also confines the holes at the interface. For the same layer, a self-consistent single-band estimate with a mass of $0.29\,m_e$ normal to the interface puts the lowest hole level about 0.3 eV inside the band: 0.31 eV for a hard wall and 0.27 eV for an oxide barrier of 4.5 eV. This raises $\varepsilon$ by the same amount and lowers the barrier from 0.56 to 0.41--0.42 eV. The worked example leaves this shift out and so understates the field speed-up by a factor of 50 to 80. The shift is not smaller for a thinner hole layer at the same oxide field: if depletion charge carries the whole field, the level lies 0.33 to 0.36 eV inside the band.
\item The hole must tunnel through 1.0 nm of oxide. For a barrier of 4.5 eV and a mass of $0.4\,m_e$, the semiclassical factor is $1.1\times10^{-6}$ without field and $1.6\times10^{-6}$ with it. This greatly reduces the absolute rate. For a hole at the band edge it adds a factor of about 1.5 to the field speed-up; for a confined hole, which meets a lower oxide barrier, the factor is larger.
\end{itemize}

The absolute capture rate also requires the electronic matrix element, which is not calculated here. What the model supplies is the crossing height and its dependence on the released energy, for a given trap whose two charge states vibrate with nearly the same force constants. To compare it with a device, the released energy must include the confinement of the holes, and the activation energy must include the quantum motion of the atoms. The numerical output lists the values used in the hole-capture example, except for the estimates of confinement, gate screening and the Landau--Zener probability.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough typical values)
vibrational quantum: 0.050 eV
displacement D: 2.60 amu^(1/2) angstrom
released energy, no field: -0.60 eV
oxide field: 5.0 MV/cm
trap depth: 1.0 nm
temperature: 400 K
thermal energy kT: 0.03447 eV
MODEL RESULTS
relaxation energy: 2.0215 eV
Huang-Rhys factor S: 40.43
field energy: 0.500 eV
released energy, with field: -0.100 eV
crossing Q*/D, with field: 0.5247
crossing Q*, with field: 1.364 amu^(1/2) angstrom
barrier, no field: 0.8499 eV
barrier, with field: 0.5566 eV
barrier, with field: 0.02045 hartree
reverse barrier, with field: 0.4566 eV
slope dB/d(released), with field: -0.5247
classical speed-up by field: 4.957e+03
NEGLECTED EFFECTS (with field unless stated)
quantum/classical rate at 400 K: 1.920
quantum/classical rate at 300 K: 4.323
quantum activation energy at 400 K: 0.4929 eV
quantum activation energy at 300 K: 0.4515 eV
quantum speed-up by field at 400 K: 5.589e+03
barrier, final quantum 10% lower: 0.5076 eV
barrier, final quantum 10% higher: 0.6034 eV
assumed spread of relaxation energy: +/- 0.30 eV
barrier at lower end of spread: 0.4818 eV
barrier at upper end of spread: 0.6314 eV
permittivities silicon, oxide: 11.7, 3.9
image energy gain: 0.0462 eV
barrier change by image energy: -0.0240 eV
assumed electronic coupling: 0.010 eV
barrier drop by coupling: 0.0100 eV
hole barrier of oxide: 4.5 eV
hole tunnelling mass: 0.4 m_e
hole tunnelling factor, no field: 1.071e-06
hole tunnelling factor, with field: 1.581e-06
hole sheet density, upper bound: 1.078e+13 1/cm2
hole density-of-states mass: 0.5 m_e
hole Fermi energy inside band: 0.0429 eV
rate factor from hole energies: 2.725
rough oxide breakdown field: 10 MV/cm
field / breakdown field: 0.50
\end{verbatim}
